\section*{Pressure drop of radial gas flow between a wafer and a showerhead}

\section{The problem}

A wafer lies at $z=0$ and the flat face of a showerhead at $z=h$. In the region $R_1<r<R_2$ the face has no holes: all the gas enters the gap inside the radius $R_1$, flows outward, and leaves at the wafer edge $R_2$. The volume flow is $Q$ and the viscosity is $\mu$.

\begin{enumerate}
\item Find the pressure drop $\Delta p=p(R_1)-p(R_2)$ for steady, creeping, incompressible flow.
\item Evaluate it for a nitrogen purge with $h=4$ mm, $R_1=20$ mm, $R_2=150$ mm, a flow of 500 sccm (cubic centimetres per minute, counted at 0~$^\circ$C and 1 atm) and an outlet pressure of 2 Torr. The wafer is at 500 K and the showerhead at 400 K. Take the gas at 450 K, with $\mu=2.4\times10^{-5}$ Pa s.
\item Decide which neglected effects matter, and find what changes if the gas enters through the whole face instead.
\end{enumerate}

\section{A tempting solution}

The gap is much narrower than it is long, so treat it as a plane channel of length $L$ and width $b$. A pressure gradient of size $P=\Delta p/L$ drives the parabolic profile $u=Pz(h-z)/(2\mu)$, which carries
\begin{equation}
Q=b\int_0^h u\,dz=\frac{bP}{2\mu}\left(\frac{h^3}{2}-\frac{h^3}{3}\right)=\frac{bPh^3}{12\mu},
\qquad
\Delta p=\frac{12\mu QL}{bh^3}.
\label{plane}
\end{equation}
The length is $L=R_2-R_1$. The width grows from $2\pi R_1$ to $2\pi R_2$, so use its mean, $b=\pi(R_1+R_2)$:
\begin{equation}
\Delta p_{\text{wrong}}=\frac{12\mu Q}{\pi h^3}\,\frac{R_2-R_1}{R_1+R_2}.
\label{wrong}
\end{equation}
The units are right, the drop is proportional to $\mu Q/h^3$ as it should be, and a narrow ring gives the plane-channel result.

\section{Where it fails}

The fault is the averaged width. The plane-channel law may be applied to a short ring of length $dr$, whose width is $2\pi r$. The drop across that ring is proportional to $1/r$, and the drops of successive rings add. What has to be averaged is therefore $1/r$, not $r$. Because $1/r$ is a convex function, its mean over the interval exceeds the reciprocal of the mean radius, and (\ref{wrong}) is too small whenever $R_2>R_1$. The inner rings, where the gas is fastest, are given too little weight.

A limit shows the fault plainly. As $R_1\to0$ at fixed $Q$, the gas must pass through an ever shorter circumference at ever higher speed, yet (\ref{wrong}) tends to the finite value $12\mu Q/(\pi h^3)$.

Adding up plane rings raises a question of its own: does the spreading of the flow add viscous forces that a plane channel lacks? The full equations settle this.

\section{The right solution}

\subsection{Velocity and pressure}

Let $u$ and $w$ be the radial and axial velocities. The flow is axisymmetric and has no swirl. Creeping flow means that inertia is dropped, which leaves the Stokes equations
\begin{align}
\frac1r\frac{\partial(ru)}{\partial r}+\frac{\partial w}{\partial z}&=0,\label{cont}\\
\frac{\partial p}{\partial r}&=\mu\left[\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial u}{\partial r}\right)-\frac{u}{r^2}+\frac{\partial^2u}{\partial z^2}\right],\label{rad}\\
\frac{\partial p}{\partial z}&=\mu\left[\frac1r\frac{\partial}{\partial r}\left(r\frac{\partial w}{\partial r}\right)+\frac{\partial^2w}{\partial z^2}\right].\label{ax}
\end{align}
Gravity is left out. The walls are impermeable and the gas does not slip on them, so $u=w=0$ at $z=0$ and $z=h$.

Look for a purely radial flow, $w=0$. Equation (\ref{cont}) then says that $ru$ does not depend on $r$, so
\begin{equation}
u=\frac{f(z)}{r}.
\end{equation}
The two terms in (\ref{rad}) that come from the spreading are
\begin{equation}
\frac1r\frac{\partial}{\partial r}\left(-\frac{f}{r}\right)=\frac{f}{r^3},
\qquad
-\frac{u}{r^2}=-\frac{f}{r^3}.
\end{equation}
They cancel. The spreading adds no net viscous force, and (\ref{rad}) becomes
\begin{equation}
r\frac{\partial p}{\partial r}=\mu f''(z).
\label{sep}
\end{equation}
With $w=0$, (\ref{ax}) gives $\partial p/\partial z=0$. The left side of (\ref{sep}) therefore depends on $r$ alone and the right side on $z$ alone, so both equal a constant. Call it $-G$, with $G>0$ because the pressure falls outward. Integrating $f''=-G/\mu$ twice with $f(0)=f(h)=0$ gives
\begin{equation}
f(z)=\frac{G}{2\mu}\,z(h-z).
\end{equation}

The flow through a cylinder of radius $r$ fixes $G$:
\begin{equation}
Q=\int_0^h2\pi r\,\frac{f}{r}\,dz=\frac{\pi G}{\mu}\,\frac{h^3}{6},
\qquad
G=\frac{6\mu Q}{\pi h^3}.
\label{G}
\end{equation}
Finally, $dp/dr=-G/r$ is integrated from $R_1$ to $R_2$:
\begin{equation}
\boxed{\;\Delta p=G\int_{R_1}^{R_2}\frac{dr}{r}=\frac{6\mu Q}{\pi h^3}\ln\frac{R_2}{R_1}\;}
\label{result}
\end{equation}

\subsection{Comparison with the tempting answer}

Put $y=(R_2-R_1)/(R_2+R_1)$, so that $R_2/R_1=(1+y)/(1-y)$. The series of the logarithm gives
\begin{equation}
\Delta p=G\ln\frac{1+y}{1-y}=2G\left(y+\frac{y^3}{3}+\frac{y^5}{5}+\dots\right).
\end{equation}
Equation (\ref{wrong}) is $2Gy$, the first term. It serves for a narrow ring, where $y\ll1$, and fails for a wide one. The logarithm also says that equal ratios of radius cost equal drops: going from 20 to 40 mm costs as much as going from 70 to 140 mm.

As $R_1\to0$ the result grows without bound, but only logarithmically. The model itself fails first: the speed near the axis grows as $1/r$, so inertia cannot be neglected there, and the flow turning out of the feed is not radial.

\subsection{The ends of the gap}

The solution satisfies the full Stokes equations for any ratio $h/R_1$, provided that the gas enters and leaves with the parabolic profile. Real ends impose something else. To see how far this matters, the Stokes equations were solved numerically in $r$ and $z$ without assuming $w=0$, in units where $\mu=Q=h=1$. A flat velocity profile was imposed at both $r=2$ and $r=8$. Between $r=3.525$ and $r=6.525$ the computed drop is 1.1719, against 1.1760 from (\ref{result}). The largest axial speed in that stretch is $2\times10^{-5}$ of the largest radial speed, so the flow has become radial within 1.5 gap heights of either end. This shows how far the ends reach, not how much they add to the drop between $R_1$ and $R_2$; that depends on how the gas is fed in and let out.

The difference of $-0.35\,\%$ is the size expected from the grid, which has $n=24$ cells across the gap. Its wall condition sets to zero the average of two values half a cell on either side of the wall. This turns $z(1-z)$ into $z(1-z)+1/(4n^2)$, and the sum over cell centres turns its integral $1/6$ into $1/6+1/(3n^2)$. The flow at a given gradient is then too large by the fraction $2/n^2=0.35\,\%$, and the drop at a given flow too small by as much.

\section{The nitrogen purge}

The flow in sccm counts molecules. The volume flow in the reactor is larger, because the gas is thinner and hotter. At the outlet pressure,
\begin{equation}
Q=\frac{500\times10^{-6}\ \text{m}^3}{60\ \text{s}}\times\frac{760}{2}\times\frac{450}{273.15}=5.217\times10^{-3}\ \text{m}^3/\text{s}.
\end{equation}
Then
\begin{equation}
G=\frac{6(2.4\times10^{-5})(5.217\times10^{-3})}{\pi(4\times10^{-3})^3}\ \text{Pa}=3.736\ \text{Pa},
\qquad
\ln\frac{150}{20}=2.015,
\end{equation}
and
\begin{equation}
\Delta p=3.736\times2.015\ \text{Pa}=7.53\ \text{Pa}=0.056\ \text{Torr}.
\end{equation}
The tempting formula gives $2\times3.736\times130/170=5.71$ Pa, which is 24\,\% below this.

The drop is 2.8\,\% of the outlet pressure. If the composition of the gas were the same everywhere, the partial pressure of a precursor would be higher by that fraction at $R_1$ than at the wafer edge. The mean speed $Q/(2\pi rh)$ falls from 10.4 m/s at $R_1$ to 1.4 m/s at $R_2$. The volume between the two radii, divided by $Q$, gives a mean residence time of 53 ms. This is not the purge time: molecules that desorb slowly from the walls, or leak out of dead volumes upstream, can keep arriving for much longer.

\section{What the model leaves out}

Each effect below is taken alone, with the molecular flow and the outlet pressure held fixed. Percentages are relative to 7.53 Pa.

\subsection{Inertia}

With density $\rho=2.0\times10^{-3}$ kg/m$^3$, the Reynolds number $\rho uh/\mu$ at $R_1$ is 3.5, which does not look like creeping flow. But in a long parallel channel inertia vanishes at any Reynolds number of steady laminar flow. Here it enters only because the gas slows down as it spreads.

Write $F=Q/(2\pi h)$ and $\zeta=z/h$. The creeping solution is $u_0=6F\zeta(1-\zeta)/r$, and its inertial term is
\begin{equation}
\rho u_0\frac{\partial u_0}{\partial r}=-\frac{36\rho F^2\zeta^2(1-\zeta)^2}{r^3}.
\end{equation}
Let $u_1$ and $p_1$ be the first corrections. To leading order in $h/r$ they obey
\begin{equation}
\frac{\mu}{h^2}\frac{\partial^2u_1}{\partial\zeta^2}=\frac{dp_1}{dr}-\frac{36\rho F^2\zeta^2(1-\zeta)^2}{r^3}.
\end{equation}
Multiply by $\zeta(1-\zeta)$ and integrate over $\zeta$ from 0 to 1. Two integrations by parts turn the left side into $-2(\mu/h^2)\int u_1\,d\zeta$; the boundary terms vanish because $u_1$ and $\zeta(1-\zeta)$ are zero at both walls. This integral is itself zero, since $u_0$ already carries the whole flow. With $\int\zeta(1-\zeta)\,d\zeta=1/6$ and $\int\zeta^3(1-\zeta)^3\,d\zeta=1/140$,
\begin{equation}
\frac{dp_1}{dr}=6\times\frac{36}{140}\,\frac{\rho F^2}{r^3}=\frac{54}{35}\,\frac{\rho F^2}{r^3}.
\end{equation}
The sign is positive: the slowing gas recovers pressure. Integration lowers the drop by
\begin{equation}
\frac{27}{35}\rho F^2\left(\frac1{R_1^2}-\frac1{R_2^2}\right)=\frac{27\rho Q^2}{140\pi^2h^2}\left(\frac1{R_1^2}-\frac1{R_2^2}\right)=0.16\ \text{Pa},
\end{equation}
or 2.2\,\%. Since $G=12\mu F/h^2$, the local ratio of $dp_1/dr$ to the viscous gradient $G/r$ is
\begin{equation}
\frac{54}{35}\times\frac1{12}\,\frac{\rho Fh^2}{\mu r^2}=\frac{9}{70}\,\frac{\rho uh}{\mu}\,\frac hr,
\end{equation}
where $u=F/r$ is the mean speed. At $R_1$ this is $(9/70)\times0.69=0.09$. The small factors $9/70$ and $h/r$, not a small Reynolds number, make the creeping result usable here. A numerical solution of the thin-gap equations with full inertia, started from the parabolic profile at $R_1$, also lowers the drop by 2.2\,\%. The figure depends on that starting profile: if the gas enters with a flat profile, inertia lowers the drop by less, because the gas at mid-gap must first speed up.

\subsection{Compressibility}

The Mach number at $R_1$ is 0.024, but the gas also expands because its pressure falls. At uniform temperature $pQ_{\text{local}}=p_2Q$, where $p_2$ is the outlet pressure and $Q$ the flow measured there. The local law becomes $dp/dr=-Gp_2/(pr)$. Multiplying by $p$ and integrating,
\begin{equation}
p_1^2-p_2^2=2p_2G\ln\frac{R_2}{R_1}=2p_2\,\Delta p,
\end{equation}
where $p_1$ is now the pressure at $R_1$ and $\Delta p$ the incompressible drop (\ref{result}). With $p_2=266.6$ Pa the true drop $p_1-p_2$ is 7.43 Pa, a change of $-1.4\,\%$. The denser gas upstream needs less speed to carry the same mass.

\subsection{Slip}

In a dilute gas the velocity at the wall is not zero but about $\lambda$ times its gradient normal to the wall. For walls that scatter molecules diffusely, $\lambda$ is close to the mean free path, estimated as $(\mu/p_2)\sqrt{\pi RT/2M}=41\ \mu$m, with $R$ the gas constant and $M=28$ g/mol. The profile that satisfies $f''=-G/\mu$ and the slip condition at both walls is
\begin{equation}
f=\frac{G}{2\mu}\left[z(h-z)+\lambda h\right],
\qquad
\int_0^hf\,dz=\frac{Gh^3}{12\mu}\left(1+\frac{6\lambda}{h}\right).
\end{equation}
The same flow needs a drop smaller by the factor $1+6\lambda/h=1.062$, a change of $-5.8\,\%$. This takes $\lambda$ equal to the mean free path; for fully diffuse scattering kinetic theory gives a value about 15\,\% larger, which makes the change about $-6.6\,\%$. Since $\lambda\propto1/p$, slip becomes more important at lower pressure and in narrower gaps.

\subsection{Temperature and gap height}

Heat diffuses across the gap in about 0.1 ms, far less than the residence time, so the gas soon takes up a steady temperature profile between the walls. With viscosity and thermal conductivity both varying roughly as $T^{0.7}$, a numerical solution of $(\mu f')'=-G$ at the same mass flow changes the drop by only $-0.1\,\%$. Using the mean wall temperature is thus a good choice in this case. Taking all the gas at the wafer's 500 K is not: $Q$ grows as $T$ and $\mu$ as $T^{0.7}$, so the drop rises by the factor $(500/450)^{1.7}=1.196$.

The cube of $h$ makes the gap setting matter as well. A gap of 3.9 mm instead of 4.0 mm raises the drop by $(4.0/3.9)^3-1=7.9\,\%$.

\section{Gas entering through the whole face}

Suppose now that the same total flow enters uniformly through the face over $0<r<R_2$, with normal speed $W=Q/(\pi R_2^2)$, and that there is no central feed. The face is treated as continuously porous, with no slip along it. Then $w=0$ at the wafer and $w=-W$ at the showerhead. Try
\begin{equation}
w=-W(3\zeta^2-2\zeta^3),
\qquad
u=-\frac r2\frac{dw}{dz}=\frac{3Wr}{h}\,\zeta(1-\zeta).
\end{equation}
The second expression follows from (\ref{cont}) with $u$ finite on the axis, and it vanishes at both walls. Because $u$ is proportional to $r$, the two spreading terms in (\ref{rad}) are $u/r^2$ and $-u/r^2$, and they cancel again. What remains is
\begin{equation}
\frac{\partial p}{\partial r}=\mu\frac{\partial^2u}{\partial z^2}=-\frac{6\mu Wr}{h^3}.
\end{equation}
Equation (\ref{ax}) adds a part of $p$ that depends on $z$ alone and does not affect the radial drop. Integrating from $R_1$ to $R_2$,
\begin{equation}
\Delta p_{\text{face}}=\frac{3\mu W}{h^3}(R_2^2-R_1^2)=\frac{3\mu Q}{\pi h^3}\left(1-\frac{R_1^2}{R_2^2}\right).
\end{equation}
For the example this is $\tfrac12(3.736)(1-0.0178)=1.83$ Pa, 76\,\% less than with central feed. The flow crossing radius $r$ is only $Qr^2/R_2^2$, so little gas passes through the short inner circumferences that dominate (\ref{result}). The drop also stays finite as $R_1\to0$.

\section{The result beside a real reactor}

The wafer radius is that of a 300 mm wafer. The flow, pressure, gap and temperatures are rough typical values for thermal atomic layer deposition, and individual reactors differ widely. Of the assumptions examined here, the one that matters most is where the gas enters. A showerhead with holes over its whole face is closer to the last calculation, and using (\ref{result}) for it would overstate the drop about fourfold in this example. For a central feed, the gas temperature and the gap height must be known well before the smaller corrections are worth making. Slip, inertia and compressibility all lower the drop; simply added, they amount to 9 to 10\,\%, depending on the slip length, which would bring 7.5 Pa down to roughly 6.8 Pa. That figure assumes the parabolic profile at both ends. With $h/R_1=0.2$, the way the gas reaches $R_1$ can shift the drop by a few per cent, as much as inertia or compressibility: very little if it is fed smoothly through the face inside $R_1$, about 4\,\% at mid-gap if it arrives at $R_1$ with a flat profile. The values behind these estimates are listed in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
TESTS
2D Stokes drop, mu=Q=h=1, r=3.525 to 6.525: 1.17193
formula for the same drop: 1.17602
relative difference: -0.347 %
largest axial/largest radial speed there: 1.83e-05
inertia coefficient, march: 1.5439; 54/35 = 1.5429
EXAMPLE INPUTS (rough typical values)
nitrogen flow: 500 sccm (0 C, 1 atm)
outlet pressure: 2.00 Torr = 266.64 Pa
gap: 4.0 mm; R1: 20 mm; R2: 150 mm
wafer, showerhead, gas: 500, 400, 450 K
viscosity at gas temperature: 2.40e-05 Pa s
viscosity exponent in T: 0.7; Prandtl number: 0.7
molar mass: 28.0 g/mol; heat ratio: 1.4
EXAMPLE RESULTS
actual volume flow Q: 5.2169e-03 m^3/s
ln(R2/R1): 2.0149
G = 6 mu Q/(pi h^3): 3.7363 Pa
pressure drop: 7.528 Pa = 0.0565 Torr
drop / outlet pressure: 2.82 %
mean speed at R1: 10.38 m/s; at R2: 1.38 m/s
Mach number at R1: 0.0240
mean residence time R1 to R2: 53.23 ms
heat diffusion time across gap: 0.0944 ms
NEGLECTED EFFECTS, one at a time
density: 1.995e-03 kg/m^3
gap Reynolds number rho u h/mu at R1: 3.452
same times h/R1: 0.690
first-order inertial recovery: 0.1629 Pa
with first-order inertia: 7.365 Pa, change -2.16 %
with marched inertia: 7.366 Pa, change -2.15 %
compressible: 7.425 Pa, change -1.37 %
mean free path: 41.24 um; over gap: 0.01031
with slip: 7.090 Pa, change -5.83 %
unequal wall temperatures: 7.518 Pa, change -0.13 %
all gas at wafer temperature: 9.005 Pa, change +19.62 %
gap smaller by 0.1 mm: 8.122 Pa, change +7.89 %
injection over whole face: 1.835 Pa, change -75.63 %
\end{verbatim}
